# The inverse overlap matrix of a chain with neighbour overlap: a program that tests the result

```python
"""
Result under test: an infinite chain of normalized orbitals with overlap s
between nearest neighbours only (|s| < 1/2) has the inverse overlap matrix
    g_n = (-q)**|n| / D,   D = sqrt(1 - 4 s^2),   q = (1 - D) / (2 s),
where n is the distance between the two sites in units of the site spacing.
The decay length xi = 1/ln(1/q) grows like 1/sqrt(2 (1 - 2 s)) as s -> 1/2.
The formulas are compared with linear solves on long finite open chains,
with eigenvalues, and with overlaps of explicit box functions on a grid.
"""
import numpy as np
from scipy.linalg import solveh_banded, eigvalsh_tridiagonal

CHAIN_SITES = 4001
CENTRE = CHAIN_SITES // 2


def inverse_column(s, index):
    """Column of the inverse overlap of a finite open chain, by linear solve."""
    bands = np.ones((2, CHAIN_SITES))
    bands[0, :] = s
    unit_vector = np.zeros(CHAIN_SITES)
    unit_vector[index] = 1.0
    return solveh_banded(bands, unit_vector)


def d_and_q(s):
    d = np.sqrt(1 - 4 * s**2)
    return d, (1 - d) / (2 * s)


def bulk_formula(s, n):
    d, q = d_and_q(s)
    return (-q) ** np.abs(n) / d


# Bulk entries, including a negative overlap
distances = np.arange(0, 1001)
for s in (-0.3, 0.1, 0.4, 0.49, 0.499, 0.4999):
    solved = inverse_column(s, CENTRE)[CENTRE:CENTRE + 1001]
    error = np.max(np.abs(solved - bulk_formula(s, distances)))
    assert error < 1e-9 * solved[0], (s, error)

# Worked example
s = 0.4
d, q = d_and_q(s)
g = inverse_column(s, CENTRE)[CENTRE:]
print("All numbers are dimensionless; lengths are in site spacings")
print(f"Example overlap s = {s:.1f}, D = {d:.4f}, q = {q:.4f}")
for n in range(6):
    print(f"  solved inverse entry g_{n} = {g[n]:+.6f}")
row_zero = g[0] + 2 * s * g[1]
row_one = g[1] + s * (g[0] + g[2])
assert abs(row_zero - 1) < 1e-12 and abs(row_one) < 1e-12
print(f"  equation at n=0: {g[0]:.6f} + ({2 * s * g[1]:.6f}) = {row_zero:.6f}")
print(f"  equation at n=1: {g[1]:.6f} + {s * (g[0] + g[2]):.6f}"
      f" = {abs(row_one):.6f}")

# End of an open chain: bulk entry minus its mirror image
print("Diagonal entries near an end, s = 0.4 (site 1 is the end)")
sites = np.arange(1, 61)
for m in (1, 2, 3, 5, 10):
    column = inverse_column(s, m - 1)
    image_form = bulk_formula(s, m - sites) - bulk_formula(s, m + sites)
    assert np.max(np.abs(column[:60] - image_form)) < 1e-12
    deficit = 1 - column[m - 1] / g[0]
    assert abs(deficit - q ** (2 * m)) < 1e-12
    print(f"  site {m:2d}: entry {column[m - 1]:.6f},"
          f" fraction missing {deficit:.2e}")

# Delocalization, measured on the solved columns
cutoff = 1e-6
print(f"Approach to s = 1/2 (kept: neighbours on one side with"
      f" |g_n/g_0| >= {cutoff:.0e})")
for s_value in (0.4, 0.49, 0.499, 0.4999):
    d_value, q_value = d_and_q(s_value)
    column = inverse_column(s_value, CENTRE)[CENTRE:]
    ratio = column / column[0]
    xi = -1 / np.log(abs(ratio[1]))
    limit_law = 1 / np.sqrt(2 * (1 - 2 * s_value))
    kept = int(np.sum(np.abs(ratio[1:]) >= cutoff))
    assert abs(np.cosh(1 / xi) - 1 / (2 * s_value)) < 1e-9
    assert abs(xi / limit_law - 1) < 1 - 2 * s_value
    assert kept == int(np.floor(np.log(1 / cutoff) / np.log(1 / q_value)))
    print(f"  s = {s_value:.4f}: D = {d_value:.5f}, q = {q_value:.5f},"
          f" g_0 = {column[0]:.4f}, g_10/g_0 = {ratio[10]:.6f}")
    print(f"    decay length {xi:.4f}, limiting law {limit_law:.4f},"
          f" kept {kept}")

# Spectrum of the overlap matrix: bounds, and failure beyond one half
def extreme_eigenvalues(s_value, size=400):
    values = eigvalsh_tridiagonal(np.ones(size), np.full(size - 1, s_value))
    return values[0], values[-1]


lowest, highest = extreme_eigenvalues(s)
assert 0 < lowest - (1 - 2 * s) < 1e-3
assert 0 < (1 + 2 * s) - highest < 1e-3
lowest_beyond = extreme_eigenvalues(0.51)[0]
assert lowest_beyond < 0
print(f"400 sites, s = 0.40: overlap eigenvalues from {lowest:.5f}"
      f" to {highest:.5f}")
print(f"400 sites, s = 0.51: lowest eigenvalue {lowest_beyond:.5f}"
      " (not a possible overlap matrix)")

# Box functions of width w on sites of unit spacing, sampled on a grid
cells_per_spacing = 300
box_count = 10
alternating = (-1.0) ** np.arange(box_count) / np.sqrt(box_count)
print(f"Box functions, {box_count} sites, width w in site spacings")
for width_cells in (500, 600):
    width = width_cells / cells_per_spacing
    boxes = np.zeros((box_count, (box_count + 2) * cells_per_spacing))
    for n in range(box_count):
        start = n * cells_per_spacing
        boxes[n, start:start + width_cells] = 1 / np.sqrt(width)
    overlap = boxes @ boxes.T / cells_per_spacing
    s_box = 1 - 1 / width
    chain = (np.eye(box_count) + s_box * np.eye(box_count, k=1)
             + s_box * np.eye(box_count, k=-1))
    assert np.max(np.abs(overlap - chain)) < 1e-12
    combined = alternating @ boxes
    norm_squared = np.sum(combined**2) / cells_per_spacing
    assert abs(norm_squared - (1 - 2 * s_box + 2 * s_box / box_count)) < 1e-12
    if width_cells == 2 * cells_per_spacing:
        interior = combined[cells_per_spacing:box_count * cells_per_spacing]
        assert np.max(np.abs(interior)) < 1e-12
    print(f"  w = {width:.4f}: neighbour overlap {overlap[0, 1]:.4f},"
          f" squared norm of alternating sum {norm_squared:.4f}")

print("all good")
```

Running it gives:

```
All numbers are dimensionless; lengths are in site spacings
Example overlap s = 0.4, D = 0.6000, q = 0.5000
  solved inverse entry g_0 = +1.666667
  solved inverse entry g_1 = -0.833333
  solved inverse entry g_2 = +0.416667
  solved inverse entry g_3 = -0.208333
  solved inverse entry g_4 = +0.104167
  solved inverse entry g_5 = -0.052083
  equation at n=0: 1.666667 + (-0.666667) = 1.000000
  equation at n=1: -0.833333 + 0.833333 = 0.000000
Diagonal entries near an end, s = 0.4 (site 1 is the end)
  site  1: entry 1.250000, fraction missing 2.50e-01
  site  2: entry 1.562500, fraction missing 6.25e-02
  site  3: entry 1.640625, fraction missing 1.56e-02
  site  5: entry 1.665039, fraction missing 9.77e-04
  site 10: entry 1.666665, fraction missing 9.54e-07
Approach to s = 1/2 (kept: neighbours on one side with |g_n/g_0| >= 1e-06)
  s = 0.4000: D = 0.60000, q = 0.50000, g_0 = 1.6667, g_10/g_0 = 0.000977
    decay length 1.4427, limiting law 1.5811, kept 19
  s = 0.4900: D = 0.19900, q = 0.81735, g_0 = 5.0252, g_10/g_0 = 0.133069
    decay length 4.9581, limiting law 5.0000, kept 68
  s = 0.4990: D = 0.06321, q = 0.93866, g_0 = 15.8193, g_10/g_0 = 0.531005
    decay length 15.7982, limiting law 15.8114, kept 218
  s = 0.4999: D = 0.02000, q = 0.98020, g_0 = 50.0025, g_10/g_0 = 0.818717
    decay length 49.9958, limiting law 50.0000, kept 690
400 sites, s = 0.40: overlap eigenvalues from 0.20002 to 1.79998
400 sites, s = 0.51: lowest eigenvalue -0.01997 (not a possible overlap matrix)
Box functions, 10 sites, width w in site spacings
  w = 1.6667: neighbour overlap 0.4000, squared norm of alternating sum 0.2800
  w = 2.0000: neighbour overlap 0.5000, squared norm of alternating sum 0.1000
all good
```
